# The Impact-Ionisation Threshold for Parabolic Bands of Equal Mass: a program that tests the result

```python
"""
Impact ionisation in parabolic bands: an electron in the conduction band
lifts a valence electron across the gap. Result under test: with equal
masses and both band extrema at k = 0, the least kinetic energy of the
first electron is 3/2 of the gap.

Symbols: GAP = band gap (eV); masses in free-electron masses;
wavevectors in 1/nm; kinetic energies are measured from the band edge.
A hole has the wavevector opposite to that of the missing electron.
The numerical thresholds use only band energies and conservation laws.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize

GAP = 1.0
MASS = 0.1
# hbar^2 / (2 m0) in eV nm^2
HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
ORIGIN = np.zeros(3)
X = np.array([1.0, 0.0, 0.0])
Y = np.array([0.0, 1.0, 0.0])
START = np.array([0.3, -0.2, 0.1, -0.4, 0.5, 0.2])


def conduction(k, mass, valley=ORIGIN):
    d = k - valley
    return GAP + HB * np.dot(d, d) / mass


def valence(k, mass):
    return -HB * np.dot(k, k) / mass


def wavenumber(kinetic, mass):
    return np.sqrt(kinetic * mass / HB)


def best_electron_process(kinetic, m_e, m_h, valley=ORIGIN, direction=X):
    """Least (final - initial) energy over all momentum-conserving ends."""
    k = valley + wavenumber(kinetic, m_e) * direction

    def balance(z):
        k1, k2 = z[:3], z[3:]
        k_val = k1 + k2 - k
        return (conduction(k1, m_e, valley) + conduction(k2, m_e, valley)
                - conduction(k, m_e, valley) - valence(k_val, m_h))

    res = minimize(balance, START, method="BFGS")
    return res.fun, res.x, k


def best_hole_process(kinetic, m_e, m_h):
    """One empty valence state becomes two, plus a conduction electron."""
    p = wavenumber(kinetic, m_h) * X

    def balance(z):
        p1, p2 = z[:3], z[3:]
        k_el = p1 + p2 - p
        return (conduction(k_el, m_e) - valence(p1, m_h)
                - valence(p2, m_h) + valence(p, m_h))

    return minimize(balance, START, method="BFGS").fun


def threshold(function):
    return brentq(function, 0.01, 30.0, xtol=1e-10)


# Algebraic identity behind the lower bound, in three dimensions
a, b, c = [sp.Matrix(sp.symbols(f"{s}1:4", real=True)) for s in "abc"]
total = a + b + c
left = 3 * (a.dot(a) + b.dot(b) + c.dot(c)) - total.dot(total)
right = sum((u - v).dot(u - v) for u, v in ((a, b), (b, c), (c, a)))
assert sp.expand(left - right) == 0

print("Model parameters")
print(f"gap = {GAP:.3f} eV")
print(f"effective mass = {MASS:.3f} free-electron masses")
print(f"hbar^2/(2m) = {HB / MASS:.5f} eV nm^2")

# Equal masses: threshold by minimisation over all final states
e_th = threshold(lambda e: best_electron_process(e, MASS, MASS)[0])
assert abs(e_th - 1.5 * GAP) < 1e-6
_, z, k_in = best_electron_process(e_th, MASS, MASS)
k1, k2 = z[:3], z[3:]
k_val = k1 + k2 - k_in
k3 = -k_val
for kf in (k1, k2, k3):
    assert np.allclose(kf, k_in / 3, atol=1e-4)
shares = [conduction(k1, MASS) - GAP, conduction(k2, MASS) - GAP,
          -valence(k_val, MASS)]
assert np.allclose(shares, GAP / 6, atol=1e-4)


def velocity(band, k):
    """Group velocity along x in m/s by central difference."""
    h = 1e-4
    slope = (band(k + h * X, MASS) - band(k - h * X, MASS)) / (2 * h)
    return slope * const.e * 1e-9 / const.hbar


v_in = velocity(conduction, k_in)
v_out = [velocity(conduction, k1), velocity(conduction, k2),
         velocity(valence, k_val)]
assert np.allclose(v_out, v_in / 3, rtol=1e-3)

print("Threshold, equal masses (numerical minimisation)")
print(f"threshold kinetic energy = {e_th:.5f} eV")
print(f"threshold / gap = {e_th / GAP:.5f}")
print(f"initial wavenumber = {k_in[0]:.4f} 1/nm")
print(f"final wavenumbers e, e, h = {k1[0]:.4f}, {k2[0]:.4f}, "
      f"{k3[0]:.4f} 1/nm")
print(f"final kinetic energies e, e, h = {shares[0]:.4f}, "
      f"{shares[1]:.4f}, {shares[2]:.4f} eV")
print(f"initial velocity = {v_in:.3e} m/s")
print(f"final velocities e, e, h = {v_out[0]:.3e}, {v_out[1]:.3e}, "
      f"{v_out[2]:.3e} m/s")

# Below threshold: even the best final state costs too much energy
e_low = 1.2
deficit = best_electron_process(e_low, MASS, MASS)[0]
assert deficit > 0
assert abs(deficit - (GAP - 2 * e_low / 3)) < 1e-6
print("Electron below threshold")
print(f"kinetic energy = {e_low:.3f} eV")
print(f"energy left after paying the gap = {e_low - GAP:.4f} eV")
print(f"least final kinetic energy = {deficit + e_low - GAP:.4f} eV")
print(f"energy deficit = {deficit:.4f} eV")

# Above threshold: explicit final states, checked with the band energies
e_high = 1.8
k = wavenumber(e_high, MASS) * X
q_energy = e_high / 3 - GAP / 2
q = wavenumber(q_energy, MASS) * Y
f1, f2, hole = k / 3 + q, k / 3 - q, k / 3
momentum_error = np.linalg.norm(k + (-hole) - f1 - f2)
energy_error = (conduction(k, MASS) + valence(-hole, MASS)
                - conduction(f1, MASS) - conduction(f2, MASS))
assert momentum_error < 1e-12 and abs(energy_error) < 1e-12
print("Electron above threshold, q perpendicular to k")
print(f"kinetic energy = {e_high:.3f} eV")
print(f"initial wavenumber = {np.linalg.norm(k):.4f} 1/nm")
print(f"hbar^2 q^2/(2m) = {q_energy:.4f} eV")
print(f"q = {np.linalg.norm(q):.4f} 1/nm")
print(f"final kinetic energies e, e, h = {conduction(f1, MASS) - GAP:.4f}, "
      f"{conduction(f2, MASS) - GAP:.4f}, {-valence(-hole, MASS):.4f} eV")

# Unequal masses, for an initiating electron and an initiating hole
print("Thresholds for unequal masses (numerical), in units of the gap")
for m_e, m_h in ((0.1, 0.5), (0.1, 0.2), (0.2, 0.1)):
    t_e = threshold(lambda e: best_electron_process(e, m_e, m_h)[0])
    t_h = threshold(lambda e: best_hole_process(e, m_e, m_h))
    assert abs(t_e - GAP * (2 * m_e + m_h) / (m_e + m_h)) < 1e-5
    assert abs(t_h - GAP * (2 * m_h + m_e) / (m_e + m_h)) < 1e-5
    print(f"m_e = {m_e:.1f}, m_h = {m_h:.1f} free-electron masses: "
          f"electron {t_e / GAP:.4f}, hole {t_h / GAP:.4f}")
t_hole = threshold(lambda e: best_hole_process(e, MASS, MASS))
assert abs(t_hole - 1.5 * GAP) < 1e-5
print(f"equal masses, initiating hole: {t_hole / GAP:.4f}")

# Conduction minimum displaced from the valence maximum, equal masses
g = wavenumber(GAP, MASS)
print("Displaced conduction minimum, equal masses, one valley")
print(f"g = sqrt(2 m gap)/hbar = {g:.4f} 1/nm")
for ratio in (0.5, 1.0, 3.0):
    valley = ratio * g * X
    found = []
    for angle in np.linspace(0, np.pi, 7):
        n = np.cos(angle) * X + np.sin(angle) * Y
        found.append(threshold(
            lambda e: best_electron_process(e, MASS, MASS, valley, n)[0]))
    assert np.argmin(found) == 0
    kappa = (-ratio * g + np.sqrt(3 * (ratio * g)**2 + 6 * g**2)) / 2
    assert abs(found[0] - HB * kappa**2 / MASS) < 1e-5
    print(f"Q/g = {ratio:.1f}: lowest threshold / gap = "
          f"{found[0] / GAP:.4f}")

print("OK")
```

Running it gives:

```
Model parameters
gap = 1.000 eV
effective mass = 0.100 free-electron masses
hbar^2/(2m) = 0.38100 eV nm^2
Threshold, equal masses (numerical minimisation)
threshold kinetic energy = 1.50000 eV
threshold / gap = 1.50000
initial wavenumber = 1.9842 1/nm
final wavenumbers e, e, h = 0.6614, 0.6614, 0.6614 1/nm
final kinetic energies e, e, h = 0.1667, 0.1667, 0.1667 eV
initial velocity = 2.297e+06 m/s
final velocities e, e, h = 7.657e+05, 7.657e+05, 7.657e+05 m/s
Electron below threshold
kinetic energy = 1.200 eV
energy left after paying the gap = 0.2000 eV
least final kinetic energy = 0.4000 eV
energy deficit = 0.2000 eV
Electron above threshold, q perpendicular to k
kinetic energy = 1.800 eV
initial wavenumber = 2.1736 1/nm
hbar^2 q^2/(2m) = 0.1000 eV
q = 0.5123 1/nm
final kinetic energies e, e, h = 0.3000, 0.3000, 0.2000 eV
Thresholds for unequal masses (numerical), in units of the gap
m_e = 0.1, m_h = 0.5 free-electron masses: electron 1.1667, hole 1.8333
m_e = 0.1, m_h = 0.2 free-electron masses: electron 1.3333, hole 1.6667
m_e = 0.2, m_h = 0.1 free-electron masses: electron 1.6667, hole 1.3333
equal masses, initiating hole: 1.5000
Displaced conduction minimum, equal masses, one valley
g = sqrt(2 m gap)/hbar = 1.6201 1/nm
Q/g = 0.5: lowest threshold / gap = 1.1005
Q/g = 1.0: lowest threshold / gap = 1.0000
Q/g = 3.0: lowest threshold / gap = 1.8832
OK
```
